# Coulomb exchange in the relativistic electron gas: two derivations

Close to the nucleus of a heavy atom the electron density is so high that typical momenta become comparable with \(mc\). A local density functional treats each small region there as a piece of uniform gas and takes its exchange energy from that gas. The familiar result, an exchange energy per electron proportional to the Fermi momentum, rests on nonrelativistic plane waves, in which two electrons of equal spin have identical spinors whatever their momenta. Dirac spinors turn with momentum. By what factor does this change the exchange energy, and does the factor vanish, grow or settle when the density becomes very large?

## The model and its energy

Atomic units are used in the algebra, so \(m=\hbar=e=1\) and \(c\) is the speed of light. The gas is uniform and unpolarized, with a uniform neutralizing background. Positive-energy Dirac plane waves are filled up to \(k_F\), both spin states at each momentum, so the density is \(n=k_F^3/3\pi^2\). The interaction is the instantaneous Coulomb repulsion of Coulomb gauge, taken to first order. Transverse photon exchange (the Breit interaction and its retardation), negative-energy and vacuum contributions, and correlation are left out.

Momenta in units of \(c\) are written \(\mathbf x,\mathbf y\), with
\[
E=\sqrt{1+x^2},\quad E'=\sqrt{1+y^2},\quad b=\frac{k_F}{c},\quad \eta=\sqrt{1+b^2},\quad a=\operatorname{arcsinh}b .
\]

The exchange energy is \(-\tfrac12\) times the sum of exchange integrals over all ordered pairs of occupied states. In a volume \(V\), each plane-wave pair contributes \(4\pi/(V|\mathbf p-\mathbf q|^2)\) times the squared overlap of its spinors. Let \(T\) be that squared overlap summed over both spins of both electrons. Replacing momentum sums by integrals gives
\[
\frac{E_x}{V}=-\frac12\int\!\!\int\frac{d^3p\,d^3q}{(2\pi)^6}\,\frac{4\pi}{|\mathbf p-\mathbf q|^2}\,T .
\]

The Dirac Hamiltonian divided by \(c^2\) is \(\boldsymbol\alpha\cdot\mathbf x+\gamma^0\), and its square is \(E^2\). The projector on positive energies is therefore \(\Lambda(\mathbf x)=\frac12[1+(\boldsymbol\alpha\cdot\mathbf x+\gamma^0)/E]\). The matrices \(\alpha_i,\gamma^0\) are traceless, square to one and anticommute with each other, so the trace of a product of two different ones vanishes. Hence
\[
T=\operatorname{Tr}\Lambda(\mathbf x)\Lambda(\mathbf y)=1+\frac{1+\mathbf x\cdot\mathbf y}{EE'} .
\]
The fraction is the cosine of the angle between the four-component vectors \((1,\mathbf x)\) and \((1,\mathbf y)\). Thus \(T\le2\), with equality for equal momenta: relativity weakens Coulomb exchange in this model.

With \(k=|\mathbf x-\mathbf y|\) and \(J=\int\!\int d^3x\,d^3y\,T/k^2\), scaling out \(c\) gives \(E_x/V=-c^4J/32\pi^5\). It is shown below that \(T=2\) gives \(J=8\pi^2b^4\), hence \(E_x/V=-k_F^4/4\pi^3\) and, after division by \(n\), \(-3k_F/4\pi\) per electron. So
\[
\varepsilon_x=-\frac{3k_F}{4\pi}\,\Phi(b),\qquad \Phi=\frac{J}{8\pi^2b^4}.
\]

## First derivation: summing over pairs

Since \(\mathbf x\cdot\mathbf y=(x^2+y^2-k^2)/2\), we have \(1+\mathbf x\cdot\mathbf y=(E^2+E'^2-k^2)/2\), and
\[
\frac{T}{k^2}=\frac{(E+E')^2}{2EE'k^2}-\frac1{2EE'} .
\]
The second term is a product of one-electron factors. In the first, only \(k\) depends on angle, and
\[
\int d\Omega_x d\Omega_y\frac1{k^2}=8\pi^2\!\int_{-1}^{1}\!\frac{du}{x^2+y^2-2xyu}=\frac{8\pi^2}{xy}L(x,y),\quad L=\ln\frac{x+y}{|x-y|}.
\]
Define \(A=\int_0^b x^2dx/E=(b\eta-a)/2\), so that \(\int d^3x/E=4\pi A\). The product term contributes \(-\frac12(4\pi A)^2=-8\pi^2A^2\) to \(J\). Writing \((E+E')^2/2EE'=1+\frac12(E/E'+E'/E)\) and using the symmetry between \(x\) and \(y\),
\[
b^4\Phi=N+K-A^2,\quad N=\int_0^b\!\!\int_0^b xyL\,dx\,dy,\quad K=\int_0^b\!\!\int_0^b xyL\frac{E}{E'}\,dx\,dy .
\]

All logarithms are removed by parts, with an antiderivative chosen to vanish where \(L\) diverges. The derivative needed is \(\partial_yL=2x/(x^2-y^2)\). For \(N\), the antiderivative \((y^2-x^2)/2\) gives
\[
\int_0^b yL\,dy=\tfrac12(b^2-x^2)L(x,b)+bx .
\]
Multiply by \(x\) and integrate. The last term gives \(b^4/3\). In the other, \(-(b^2-x^2)^2/4\) is an antiderivative of \(x(b^2-x^2)\), and the result is \(\frac b4\int_0^b(b^2-x^2)dx=b^4/6\). So \(N=b^4/2\). For \(T=2\) the integral is \(J=8\pi^2\cdot2N=8\pi^2b^4\), as used above.

For \(K\), do the \(y\) integral first, with antiderivative \(E'-E\) of \(y/E'\). Because \(x^2-y^2=(E-E')(E+E')\),
\[
\int_0^b\frac{y}{E'}L\,dy=(\eta-E)L(x,b)+2xQ(x),\qquad Q(x)=\int_0^b\frac{dy}{E+E'} .
\]
Set \(y=\sinh t\), \(x=\sinh s\). Then \(Q=a-\cosh s\int_0^a dt/(\cosh s+\cosh t)\). The function \(\ln\cosh\frac{t+s}2-\ln\cosh\frac{t-s}2\) has \(t\)-derivative \(\sinh s/(\cosh s+\cosh t)\) and vanishes at \(t=0\). Hence
\[
Q(x)=a-\frac Ex M(x),\qquad M=\ln\frac{\cosh\frac{a+s}2}{\cosh\frac{a-s}2},\qquad Q(b)=a-\frac\eta b\ln\eta ,
\]
the last because \(M(b)=\ln\cosh a=\ln\eta\). This is where \(\ln\eta\) enters. Now \(K=K_1+K_2-K_3\) with
\[
K_1=\int_0^b xE(\eta-E)L(x,b)dx,\quad K_2=2a\int_0^b x^2E\,dx,\quad K_3=2\int_0^b xE^2M\,dx .
\]

In \(K_1\), \(x\,dx=E\,dE\), and the antiderivative of \(E^2(\eta-E)\) that vanishes at \(E=\eta\) is
\[
\frac{\eta E^3}3-\frac{E^4}4-\frac{\eta^4}{12}=-\frac{(\eta-E)^2(\eta^2+2\eta E+3E^2)}{12}.
\]
With \(\partial_xL(x,b)=2b/[(\eta-E)(\eta+E)]\),
\[
K_1=\frac b6\int_0^b\frac{(\eta-E)(\eta^2+2\eta E+3E^2)}{\eta+E}dx .
\]
In \(K_3\), \(2xE^2dx=d(E^4/2)\) and \(dM/dx=b/[E(\eta+E)]\), so
\[
K_3=\tfrac12\eta^4\ln\eta-\frac b2\int_0^b\frac{E^3}{\eta+E}dx .
\]
The numerator in \(K_1\) expands to \(\eta^3+\eta^2E+\eta E^2-3E^3\), and the integral in \(K_3\) cancels its cubic term in \(E\):
\[
K=\frac{b\eta}6W+K_2-\tfrac12\eta^4\ln\eta,\qquad W=\int_0^b\frac{\eta^2+\eta E+E^2}{\eta+E}dx .
\]
The integrand of \(W\) is \(E+\eta^2/(\eta+E)\), so
\[
W=\frac{b\eta+a}2+\eta^2a-\frac{\eta^3}b\ln\eta .
\]
Also \(\int_0^b x^2E\,dx=[b\eta(1+2b^2)-a]/8\), as differentiation confirms. Using \(\eta^2=1+b^2\), the coefficient of \(b\eta a\) is \(\frac1{12}+\frac{1+b^2}6+\frac{1+2b^2}4=\frac12+\frac{2b^2}3\), and
\[
K=\frac{b^2+b^4}{12}+b\eta a\Big(\frac12+\frac{2b^2}3\Big)-\frac{a^2}4-\frac23\eta^4\ln\eta .
\]
Subtracting \(A^2=(b^2+b^4-2b\eta a+a^2)/4\) and adding \(N\),
\[
b^4\Phi=\frac{b^4}3-\frac{b^2}6+b\eta a+\frac23b^3\eta a-\frac{a^2}2-\frac23\eta^4\ln\eta .
\]
Collecting a square and dividing by \(b^4\) gives
\[
\boxed{\Phi=\frac56+\frac1{3b^2}+\frac{2\eta}{3b}\operatorname{arcsinh}b-\frac{2\eta^4}{3b^4}\ln\eta-\frac12\Big(\frac\eta b-\frac{\operatorname{arcsinh}b}{b^2}\Big)^2}
\]

## Second derivation: adding electrons at the Fermi surface

Instead of all pairs, consider one electron added at \(k_F\). Its exchange energy with the gas is the exchange part \(\mu_x\) of the chemical potential. Varying either occupation in the pair energy removes the factor \(\frac12\); averaging over the two spins of the added electron restores one. Thus
\[
\mu_x=-\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi T}{|\mathbf k_F-\mathbf q|^2}=-\frac c{4\pi^2}\int_{y<b}d^3y\,\frac T{k^2},\qquad |\mathbf x|=b .
\]
The split of \(T/k^2\) still holds, now with \(E=\eta\). The angular integral over \(\mathbf y\) alone gives \(2\pi L(b,y)/(by)\) for \(1/k^2\) and \(4\pi\) for a constant:
\[
\int d^3y\frac T{k^2}=\frac{2\pi}b\Big[b^2+\frac{\eta G}2+\frac H{2\eta}-\frac{bA}\eta\Big],
\]
\[
G=\int_0^b\frac y{E'}L(b,y)dy,\qquad H=\int_0^b yE'L(b,y)dy .
\]
The first entry is \(\int_0^b yL(b,y)dy=b^2\). Setting \(T=2\) gives \(4\pi b\) for the whole integral, hence \(\mu_x=-k_F/\pi\), the nonrelativistic value. So \(\mu_x=-(k_F/\pi)\psi\), where \(\psi\) is the bracket divided by \(2b^2\).

Integration by parts with \(E'-\eta\) gives \(G=2bQ(b)\). With \((E'^3-\eta^3)/3\) it gives \(H=\frac{2b}3W\), since \(\eta^3-E'^3=(\eta-E')(\eta^2+\eta E'+E'^2)\). Therefore
\[
G=2ba-2\eta\ln\eta,\quad H=\frac{b^2\eta+ba}3+\frac23b\eta^2a-\frac23\eta^3\ln\eta .
\]
In the bracket, \(b^2\) has coefficient \(1+\frac16-\frac12=\frac23\), \(b\eta a\) has \(1+\frac13=\frac43\), \(\eta^2\ln\eta\) has \(-1-\frac13=-\frac43\), and \(ba/\eta\) has \(\frac16+\frac12=\frac23\). Hence
\[
\psi=\frac13+\frac{2\eta}{3b}a-\frac{2\eta^2}{3b^2}\ln\eta+\frac a{3b\eta}.
\]

The energy follows from \(\mu_x=d(n\varepsilon_x)/dn\). Here \(n\varepsilon_x=-k_F^4\Phi/4\pi^3\) and \(dn=k_F^2dk_F/\pi^2\), so at fixed \(c\)
\[
\frac{d(b^4\Phi)}{db}=4b^3\psi .
\]
The gas is built up from zero density, where \(b^4\Phi=0\). With \(s=\operatorname{arcsinh}x\),
\[
b^4\Phi=\int_0^b\Big[\frac43x^3+\frac83x^2Es-\frac83xE^2\ln E+\frac43\frac{x^2s}E\Big]dx .
\]
The first term gives \(b^4/3\). The two terms with \(s\) are done by parts, using \(ds=dx/E\) and the antiderivatives of \(x^2E\) and \(x^2/E\) already found:
\[
\int_0^b x^2Es\,dx=\frac{ab\eta(1+2b^2)}8-\frac{a^2}{16}-\frac{b^2+b^4}{16},
\]
\[
\int_0^b\frac{x^2s}E\,dx=\frac{ab\eta}2-\frac{a^2}4-\frac{b^2}4 .
\]
For the logarithm, \(x\,dx=E\,dE\) gives
\[
-\frac83\int_1^\eta E^3\ln E\,dE=-\frac23\eta^4\ln\eta+\frac{\eta^4-1}6,\qquad \eta^4-1=2b^2+b^4 .
\]
Summing, the coefficient of \(b^2\) is \(-\frac16+\frac13-\frac13=-\frac16\), that of \(b^4\) is \(\frac13-\frac16+\frac16=\frac13\), that of \(a^2\) is \(-\frac16-\frac13=-\frac12\), and the terms in \(ab\eta\) add to \(1+\frac23b^2\). This is the expression for \(b^4\Phi\) found from the pairs.

## What each derivation assumes

Both rest on the same physical model: free positive-energy spinors, a sharp isotropic Fermi sphere, equal spin populations and first-order Coulomb exchange. They also share the integrals \(Q(b)\) and \(W\), so they are independent in their organization, not in every ingredient.

The pair sum refers to one density. It needs no relation between gases of different density, and its starting double integral could be used with another momentum distribution, the same for both spins, by inserting occupation numbers, although the formula for \(\Phi\) would then no longer apply.

The Fermi-surface route needs more. Because \(\mu_x\) was computed for unpolarized Fermi spheres, the integration must run through such spheres, the spinors must not change as electrons are added, and the energy density must vanish at zero density. The free Dirac Hamiltonian at a given momentum does not contain the density, so the second condition holds here. The family need not be the ground state at every density. To first order a very dilute gas has lower energy when polarized, yet the integration still runs over unpolarized spheres, because it is their exchange energy that is wanted at the end.

In return, this route yields \(\psi\) directly. In a local density approximation the exchange energy is \(\int n\,\varepsilon_x(n)\,d^3r\), and its functional derivative is \(\mu_x\) at the local density. The potential therefore carries \(\psi\), not \(\Phi\). Using \(\Phi\) in both places would give a potential that is not the derivative of the energy.

## Low and high density

For small momenta, expansion to second order gives \(T\simeq2-k^2/2\). The correction cancels the Coulomb denominator and contributes \(-\frac12(4\pi b^3/3)^2\) to \(J\). Division by \(8\pi^2b^4\) gives
\[
\Phi=1-\frac{b^2}9+\dots,\qquad \psi=\Phi+\frac b4\frac{d\Phi}{db}=1-\frac{b^2}6+\dots
\]

For large \(b\),
\[
a=\ln2b+\frac1{4b^2}+\dots,\quad \frac\eta b=1+\frac1{2b^2}+\dots,\quad \ln\eta=\ln b+\frac1{2b^2}+\dots
\]
The two growing terms of \(\Phi\) are
\[
\frac{2\eta}{3b}a=\frac23\ln2b+\frac1{b^2}\Big(\frac{\ln2b}3+\frac16\Big)+\dots,
\]
\[
-\frac{2\eta^4}{3b^4}\ln\eta=-\frac23\ln b-\frac1{b^2}\Big(\frac43\ln b+\frac13\Big)+\dots
\]
The remaining terms are \(\frac13-\frac1{6b^2}+\frac{\ln2b}{b^2}\) to this order. The logarithms of \(b\) cancel both in the leading term and at order \(1/b^2\):
\[
\boxed{\Phi=\frac13+\frac23\ln2+\frac{4\ln2-1}{3b^2}+O\Big(\frac{\ln^2b}{b^4}\Big)}
\]

The limit can also be found without the closed form. At high density the mass drops out and \(T\to1+\cos\theta\), with \(\theta\) the angle between the momenta. The limit may be taken under the scaled integral because \(T/k^2\le2/k^2\), which is integrable. Then \(K\to\int\!\int x^2L\,dx\,dy=\kappa b^4\), by homogeneity. Differentiating at \(b=1\),
\[
4\kappa=\int_0^1L(1,y)dy+\int_0^1x^2L(x,1)dx=2\ln2+\frac13+\frac23\ln2 .
\]
The second integral is \(\frac23\int_0^1[x+1/(1+x)]dx\) after integration by parts with \((x^3-1)/3\). So \(\kappa=\frac1{12}+\frac23\ln2\). With \(A^2\to b^4/4\), the factor tends to \(\frac12+\kappa-\frac14=\frac13+\frac23\ln2\), about 0.795.

Massless spinors of opposite momenta have no overlap in the sum \(T\), but nearly parallel pairs keep \(T\) near 2, and the weight \(1/k^2\) favours pairs close in momentum. An unweighted angular average of \(1+\cos\theta\) is 1, which would halve the exchange; with the weight included, the limit computed above reduces it by only about a fifth. The energy per electron still grows as \(k_F\). So does the kinetic energy, which tends to \(\frac34ck_F\), and the ratio of the two magnitudes approaches the constant \(\Phi(\infty)/\pi c\).

This is not the limit of the full exchange energy. The omitted transverse interaction couples electron currents, with relative strength of order \(v^2/c^2\), which is the same order as the correction \(b^2/9\) found above. It is in fact the larger correction: at low density it adds \(-5b^2/9\) to the factor, five times the Coulomb term. With retarded transverse exchange included, the first-order factor is \(1-\frac32(\eta/b-a/b^2)^2\) (quoted here, not derived), which is already negative at \(b=3\) and tends to \(-\frac12\). So \(\Phi\) describes the Coulomb part of exchange only, and that part carries the smaller share of the relativistic change.

## A gas of a million electrons per cubic angstrom

Take the round density \(n=10^6\) Å\(^{-3}\). Then \(k_F=(3\pi^2n)^{1/3}=309.37\) Å\(^{-1}\). With \(mc/\hbar=258.96\) Å\(^{-1}\), \(b=309.367/258.961=1.1946\) and \(\eta=1.5579\). The Fermi velocity is \(b/\eta=0.77\) of the speed of light.

The five terms of the closed form, in order, give
\[
\Phi=0.8333+0.2336+0.8803-0.8549-0.1768=0.9155 .
\]
Direct quadrature of the pair integral gives the same value to the eight printed decimals. The pieces of the first derivation agree: with \(K=1.02637\), \(A=0.42433\) and \(b^4=2.03685\),
\[
\Phi=\frac{1.01843+1.02637-0.18005}{2.03685}=0.9155 .
\]

Restoring \(e^2/4\pi\epsilon_0=14.39965\) eV Å, the nonrelativistic expression is \(-3(309.37)(14.39965)/4\pi=-1063.5\) eV per electron. The factor changes it to \(-973.6\) eV, or \(-35.78\) hartree, which is 89.9 eV less binding. This is the Coulomb part alone; with transverse exchange the factor at this density is 0.470 and the energy about \(-499\) eV.

For the potential, \(G=1.03779\) and \(H=1.98400\) give
\[
\psi=\frac{1.42718+0.80841+0.63674-0.32538}{2(1.42718)}=0.892 .
\]
The potential is reduced by 10.8 per cent, the energy by 8.4 per cent, each relative to its nonrelativistic value. The difference arises because \(\Phi\) falls with density, so \(d\Phi/db\) is negative.

At 1 Å\(^{-3}\) the reduction \(1-\Phi\), relative to the nonrelativistic energy, is about \(1.6\times10^{-5}\), as \(b^2/9\) predicts. At \(10^9\) Å\(^{-3}\), where \(b=11.9\), the factor is 0.799, already near its limit. Atoms do not reach this regime: a hydrogenic Dirac 1s pair for \(Z=80\) to 92 gives of order \(10^7\) Å\(^{-3}\), \(b\approx3\) to 4, at the nuclear radius. Where its density is \(10^6\) Å\(^{-3}\), the reduced gradient \(|\nabla n|/2k_Fn\) is about 0.7, so the uniform gas is only a rough local model there. The high-density expansion needs care at moderate \(b\): with its first correction it gives 1.386 at \(b=1\), above the bound \(\Phi\le1\), while the true factor is 0.931. At \(b=10\) it gives 0.8013 against 0.8008.

The cancellation of logarithms is visible at \(b=1000\). The two growing terms are 5.0673 and \(-4.6052\); their sum, 0.4621, is \(\frac23\ln2\) to that accuracy. The numerical output lists further densities and the separate terms.

## Numbers as computed

```
e^2/(4 pi eps0) = 14.39965 eV angstrom
m c/hbar = 258.9605 1/angstrom
density n = 1000000 1/angstrom^3
k_F = 309.3668 1/angstrom
b = 1.194648, eta = 1.557943 (no unit)
arcsinh b = 1.012543, ln eta = 0.443366 (no unit)
G = 1.037787, H = 1.984002 (no unit)
K = 1.026371, A = 0.424326 (no unit)
Phi part, 5/6: 0.833333
Phi part, 1/(3b^2): 0.233560
Phi part, arcsinh term: 0.880305
Phi part, eta^4 ln eta term: -0.854902
Phi part, squared term: -0.176794
Phi closed form = 0.91550250
Phi direct quadrature = 0.91550250
eps_x with Phi = 1: -1063.498 eV
eps_x with Phi: -973.635 eV = -35.7804 hartree
difference: 89.863 eV
n (1/angstrom^3), b, Phi, eps_x plain (eV), eps_x (eV)
1e+00 0.01195 0.999984 -10.635 -10.635
1e+03 0.11946 0.998429 -106.350 -106.183
1e+05 0.55451 0.971443 -493.632 -479.536
1e+06 1.19465 0.915503 -1063.498 -973.635
1e+07 2.57379 0.847891 -2291.238 -1942.720
1e+09 11.94648 0.799296 -10634.984 -8500.504
b, arcsinh term, eta^4 ln eta term, Phi, limit + 1/b^2 correction
1 0.830967 -0.924196 0.9314782 1.3862944
3 1.277874 -0.947566 0.8376898 0.8610829
10 2.008785 -1.569295 0.8008387 0.8013401
100 3.532405 -3.070761 0.7954904 0.7954905
1000 5.067271 -4.605180 0.7954320 0.7954320
high-density limit, formula = 0.79543145
high-density limit, massless quadrature = 0.79543145
coefficient of 1/b^2 at high density = 0.590863
(1 - Phi)/b^2 at b = 0.0001: 0.111111
largest relative energy deviation, quadrature: 2.8e-14
```
